\section*{Thomas-Fermi Screening and the Depolarization Field of a Short-Circuited Ferroelectric Capacitor, part 2}

A ferroelectric film 10 nm thick, with polarization $6.0\times10^{4}$ statC/cm$^2$, lies between two metal electrodes joined by a wire. Because the electrode charge has a finite depth, the film contains a field of $-4.5\times10^{3}$ statV/cm, or $-1.35$ MV/cm, against the polarization. This part derives that field.

Gaussian units are used. The electron charge is $-e$, with $e>0$; $E$ denotes an energy, $\mathcal E$ an electric field, $D$ the electric displacement and $\phi$ the electrostatic potential. Each metal is treated in the local Thomas-Fermi approximation: the electron density at a point depends only on the potential there, and exchange and correlation are neglected. For free carriers the density is proportional to $E^{3/2}$, where $E$ is the local kinetic energy up to which states are filled.

Let $D_s$ be the displacement at a metal surface, counted positive when it points into the metal. In the linear regime the potential decays exponentially into the metal over the screening length $\lambda$. The surface potential $\phi_s$, relative to the metal's interior, and the conduction charge per area $\sigma$ are (Lemma 3)
\[
\phi_s=\frac{\lambda}{\epsilon_m}D_s,\qquad \sigma=-\frac{D_s}{4\pi},
\]
where $\epsilon_m$ is the dielectric constant of the bound electrons. For electrode $i=1,2$ these constants are written $\lambda_i$ and $\epsilon_i$. For free carriers with Fermi energy $E_F$ and $u=e\phi_s/E_F$ (Lemma 4),
\[
\phi_s=\frac{\lambda D_s}{\epsilon_m}\left[1-\frac{u}{12}+O(u^2)\right].
\]

The example uses two free-carrier metals, with interior electron density $n_0$ and Fermi wave number $k_F$:
\begin{center}
\begin{tabular}{ccc}
 & electrode 1 & electrode 2\\
$n_0$ (cm$^{-3}$) & $1.0\times10^{23}$ & $5.0\times10^{22}$\\
$\epsilon_i$ & 2 & 3\\
$E_F$ (eV) & 7.86 & 4.95\\
$\lambda_i$ (nm) & 0.0761 & 0.1046\\
$\lambda_i/\epsilon_i$ (nm) & 0.0380 & 0.0349\\
$k_F\lambda_i$ & 1.1 & 1.2
\end{tabular}
\end{center}
The local approximation requires $k_F\lambda\gg1$, which is not met here, so the values of $\lambda_i$ are estimates of scale.

\subsection*{Assumptions for the capacitor}

Electrode 1 fills $x<0$, the film fills $0<x<d$, and electrode 2 fills $x>d$. All quantities depend on $x$ alone. The film is a single domain with a fixed, uniform spontaneous polarization $P$ along $+x$. Its remaining dielectric response is linear, with background constant $\epsilon_f$, so that
\begin{equation}
D=\epsilon_f\mathcal E_f+4\pi P .
\label{film}
\end{equation}
The film is an insulator without free or trapped charge.

A wire makes the electrochemical potentials of the two metals equal. This does not by itself make their interior electrostatic potentials equal: in the free-carrier model these differ by the difference of the Fermi energies divided by $e$. Dipoles at the interfaces do not change this interior difference, but they can take up part or all of it as potential steps. Let $W$ be the interior potential of electrode 1 minus that of electrode 2, after the potential steps of the interface dipoles present at zero field have been removed. All potentials below are understood with these steps removed. The theorem takes aligned electrodes, $W=0$, for which there is no film field when $P=0$. The case $W\ne0$ follows as a corollary.

\subsection*{Theorem (depolarization field)}

Define
\begin{equation}
L=\frac{\lambda_1}{\epsilon_1}+\frac{\lambda_2}{\epsilon_2}.
\label{L}
\end{equation}
Under the stated assumptions, with aligned and short-circuited electrodes,
\begin{equation}
\mathcal E_f=-\frac{4\pi PL}{d+\epsilon_fL},\qquad
D=\frac{4\pi Pd}{d+\epsilon_fL}.
\label{main}
\end{equation}
The conduction charges per area are $+D/(4\pi)$ on electrode 1 and $-D/(4\pi)$ on electrode 2.

\textit{Proof.} First, $D$ is continuous at both interfaces. Integrate $dD/dx=4\pi\rho$ over a slab of width $2\delta$ around an interface, where $\rho$ is the conduction charge density. Since this charge is spread through the metal with finite density, the integral vanishes as $\delta\to0$. Inside the film $\rho=0$, so the same value $D$ holds throughout the film and at both metal surfaces.

Next, find the surface potentials. The direction into electrode 2 is $+x$, so $D_s=D$ there. The direction into electrode 1 is $-x$, so $D_s=-D$. With both interiors at zero potential,
\begin{equation}
\phi(0)=-\frac{\lambda_1}{\epsilon_1}D,\qquad
\phi(d)=+\frac{\lambda_2}{\epsilon_2}D .
\label{surfaces}
\end{equation}
The film field is uniform, because $D$ and $P$ are uniform. From $\mathcal E=-d\phi/dx$,
\begin{equation}
\mathcal E_fd=\phi(0)-\phi(d)
=-D\left(\frac{\lambda_1}{\epsilon_1}+\frac{\lambda_2}{\epsilon_2}\right)=-DL .
\label{loop}
\end{equation}
Insert \eqref{film} and collect the terms in $\mathcal E_f$:
\begin{align}
\mathcal E_fd&=-\epsilon_fL\mathcal E_f-4\pi PL,\\
(d+\epsilon_fL)\mathcal E_f&=-4\pi PL .
\end{align}
This gives the field in \eqref{main}. Then \eqref{loop} gives $D=-\mathcal E_fd/L$, which is the displacement in \eqref{main}. The charges follow from $\sigma=-D_s/(4\pi)$ with the two values of $D_s$. $\square$

\subsection*{Why the layers add}

For $P>0$, electrode 1 is depleted of electrons and carries positive charge, while electrode 2 has an excess of electrons. Along $+x$ the potential falls through the first layer, rises through the film and falls through the second layer. Both layers have a field along $+x$. The total potential change must be zero, so the film must have a field along $-x$. For aligned electrodes the interiors of the metals are at the same potential, but their surfaces are not.

The shortfall of electrode charge is related to the field by \eqref{film}:
\begin{equation}
P-\frac{D}{4\pi}=-\frac{\epsilon_f\mathcal E_f}{4\pi}
=P\,\frac{\epsilon_fL}{d+\epsilon_fL}.
\end{equation}
This is not the net charge that produces the field, since the background of the film also polarizes, against $P$. The total film polarization is $P_t=P+(\epsilon_f-1)\mathcal E_f/(4\pi)$, and the difference between it and the electrode charge is
\begin{equation}
P_t-\frac{D}{4\pi}=-\frac{\mathcal E_f}{4\pi}=\frac{PL}{d+\epsilon_fL},
\end{equation}
smaller than the shortfall by the factor $\epsilon_f$.

\subsection*{The 10 nm film}

The example has $P=6.0\times10^4$ statC/cm$^2$, $\epsilon_f=30$ and $d=10$ nm. The two model electrodes have $\lambda_1/\epsilon_1=0.0380$ nm and $\lambda_2/\epsilon_2=0.0349$ nm. Their Fermi energies differ by 2.91 eV, so taking $W=0$ assumes that interface dipoles take up 2.91 V. This assumption matters: without any dipoles, $W$ would be larger than $4\pi PL$, which is 1.65 V here, and by Corollary 1 the film field would point along $P$. The two lengths $\lambda_i/\epsilon_i$ add to $L=0.0729$ nm, and $\epsilon_fL=2.187$ nm. With $4\pi P=7.540\times10^5$ statV/cm,
\begin{align}
\mathcal E_f&=-7.540\times10^5\,\frac{0.0729}{12.187}\ \text{statV/cm}
=-4.51\times10^3\ \text{statV/cm},\\
\frac{D}{4\pi P}&=\frac{10}{12.187}=0.82 .
\end{align}
The field is $-1.35$ MV/cm, the value stated at the start. The layers are much thinner than the film, yet the shortfall is 18\%, because $L$ is multiplied by $\epsilon_f$ when compared with $d$.

The displacement is $6.19\times10^5$ statV/cm. The potential falls by $2.35\times10^{-3}$ statV in layer 1 and by $2.16\times10^{-3}$ statV in layer 2. Their sum, $4.51\times10^{-3}$ statV, equals the rise across the film.

If layer 2 is made ideally thin while layer 1 is kept, the formula gives $-2.57\times10^3$ statV/cm. With layer 2 alone it gives $-2.38\times10^3$ statV/cm. These add to $-4.95\times10^3$ statV/cm, which is larger in magnitude than the field with both layers present. The lengths $\lambda_i/\epsilon_i$ add, but the fields do not: each layer lowers $D$ and so reduces the potential difference across the other.

\subsection*{Thickness and limiting cases}

For $d\gg\epsilon_fL$, the field approaches $-4\pi PL/d$. The magnitude of this approximation exceeds that of \eqref{main} by the relative amount $\epsilon_fL/d$, which is 22\% at 10 nm. In the same limit the potential difference across the film does not vanish; its magnitude tends to $4\pi PL$. A thick film has a small field because this limited potential difference is spread over a large distance.

At $d=\epsilon_fL$, here 2.2 nm, the electrode charge is half of $P$; the field is then 3.8 MV/cm in magnitude, and a fixed $P$ is only a formal assumption there (see the conditions at the end of this section). For $d\to0$ the formula tends to $-4\pi P/\epsilon_f=-2.51\times10^4$ statV/cm, the field for $D=0$, which is that of an open circuit with uncharged electrodes. This limit is formal, since a continuous film with fixed $P$ loses its meaning at atomic thickness. For $L\to0$ at fixed $d$ the field vanishes and the electrode charge compensates $P$ completely.

The table compares the linear formula with a numerical solution of the nonlinear Thomas-Fermi problem. In the latter the electron density follows $E^{3/2}$ without expansion, and Poisson's equation is solved by finite volumes and Newton iteration, with both electrode interiors at zero potential. Fields are in $10^3$ statV/cm.
\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & linear & nonlinear\\
5 & $-7.6484$ & $-7.6437$\\
10 & $-4.5105$ & $-4.5069$\\
20 & $-2.4776$ & $-2.4753$\\
50 & $-1.0533$ & $-1.0522$
\end{tabular}
\end{center}
Doubling the thickness from 10 to 20 nm reduces the linear field by the factor $22.187/12.187=1.82$ and not by 2, because $\epsilon_fL$ is still noticeable beside $d$.

\subsection*{Why the nonlinear correction is small}

The two columns differ by about 0.1\% or less, although the surface potentials are not tiny: at 10 nm the nonlinear solution has $u=-0.09$ in electrode 1 and $u=0.13$ in electrode 2. At the displacement of that solution, the potential difference across layer 1 is 0.77\% larger than its linear value, and that across layer 2 is 1.04\% smaller. The estimate $-u/12$ gives $+0.75\%$ and $-1.08\%$. Depletion and accumulation thus have opposite effects. By the estimate $-u/12$, the size of each contribution to the sum is proportional to $(\lambda_i/\epsilon_i)^2$ divided by the Fermi energy of that electrode. These values are similar for the two electrodes of this example, so the contributions largely cancel; if the values differed strongly, they would not. Weighting by the two linear potential differences gives
\begin{equation}
\frac{\Delta L}{L}\simeq
\frac{2.35(0.0077)-2.16(0.0104)}{2.35+2.16}\simeq-0.001 .
\end{equation}
Here $\Delta L$ is the change in the effective length defined by $-\mathcal E_fd/D$. The response of the field to this change follows from the logarithmic derivative of \eqref{main}:
\begin{equation}
\frac{L}{\mathcal E_f}\frac{\partial\mathcal E_f}{\partial L}
=1-\frac{\epsilon_fL}{d+\epsilon_fL}=\frac{d}{d+\epsilon_fL}=0.82 .
\end{equation}
The field therefore weakens by about 0.08\%, as the table shows at 10 nm. For reversed $P$ the electrodes exchange roles, and the field is stronger than the linear value by 0.14\% at 10 nm and 0.19\% at 50 nm; the terms of order $u^2$ make the two directions unequal. This agreement concerns linearization within Thomas-Fermi theory. It says nothing about the larger uncertainty from the local approximation, which both columns share.

\subsection*{Corollary 1 (electrodes with an alignment offset)}

For $W\ne0$,
\begin{equation}
\mathcal E_f=\frac{W-4\pi PL}{d+\epsilon_fL}.
\label{offset}
\end{equation}

\textit{Proof.} Keep the interior of electrode 2 at zero potential. The interior of electrode 1 is then at $W$, and its surface is at $W-\lambda_1D/\epsilon_1$. Equation \eqref{loop} becomes $\mathcal E_fd=W-DL$. Inserting \eqref{film} and collecting terms as before gives \eqref{offset}. $\square$

The offset part keeps its sign when $P$ is reversed, while the depolarization part changes sign. Half the difference of the fields for $+P$ and $-P$ therefore isolates the latter. In the example, $W=1.0\times10^{-3}$ statV adds $+0.82\times10^3$ statV/cm. The field is then $-3.69\times10^3$ statV/cm for $+P$ and $+5.33\times10^3$ statV/cm for $-P$. The offset favours one polarization direction.

\subsection*{Corollary 2 (trapped interface charge)}

Let sheets of trapped charge $+\tau$ at $x=0$ and $-\tau$ at $x=d$ be present, with $W=0$. The film field is then given by \eqref{main} with $P$ replaced by $P-\tau$.

\textit{Proof.} Let $D_e$ be the displacement at the metal surfaces and $D$ that in the film. Across the first sheet $D-D_e=4\pi\tau$. Across the second, $D_e-D=-4\pi\tau$, which is the same condition. Hence $D_e=\epsilon_f\mathcal E_f+4\pi(P-\tau)$. The potential differences in the metals depend on $D_e$, so \eqref{loop} reads $\mathcal E_fd=-D_eL$. These are the former equations with $P-\tau$ in place of $P$. $\square$

For $\tau=P$ the field vanishes even though both screening lengths are finite. Charge that leaks through the film and is trapped at its surfaces can thus remove the depolarization field.

\subsection*{Conditions on the result}

The theorem gives the field for a prescribed $P$. In a real ferroelectric the field acts back on the polarization, and $P$ must be found together with $\mathcal E_f$ from the material's own equation of state. The formula remains valid for the resulting uniform $P$, but it does not show that this state is stable. The feedback can be large at the fields found here. As an illustration, let $\mathcal E_f=\alpha P(P^2/P_0^2-1)$ with $P_0=6.0\times10^4$ statC/cm$^2$, background constant $\epsilon_f=5$ and $\alpha=2\pi/25$, so that the total permittivity at zero field is $5+2\pi/\alpha=30$. The largest reverse field this law sustains is $2\alpha P_0/(3\sqrt3)=1.7$ MV/cm, below the fixed-$P$ field of 2.3 MV/cm at 5 nm. Equating it to \eqref{main} gives $P^2/P_0^2=1-4\pi L/[\alpha(d+\epsilon_fL)]$, so that $P$ is $0.81P_0$ at 10 nm and $0.57P_0$ at 5 nm, and a uniform $P$ vanishes below $d=45L=3.3$ nm. A film may also divide into domains of opposite polarization; the fields then vary along the film, and the one-dimensional proof no longer applies.

The form of \eqref{main} is less restricted than the Thomas-Fermi value of $L$. The proof uses the linear relation between each surface potential and $D$, and not the exponential profile. If another theory of the interfaces gives such a relation, its two lengths can replace $\lambda_1/\epsilon_1$ and $\lambda_2/\epsilon_2$. Since the values here come from layers with $k_F\lambda\simeq1$, the field of about 1 MV/cm is an estimate for this model and not a prediction for a particular device.

All numerical values are calculated from the stated model.
